# Exciton linewidth from acoustic and LO phonons: bound and continuum final states

## What dimensions and symmetry fix

Let an exciton of mass $M$ absorb an acoustic phonon of sound speed $v$ in a crystal of density $\rho$. At lowest order the width is proportional to the squared deformation potential $\Xi^2$, to $1/\rho$ (the squared amplitude of a lattice wave), and, for classical phonons, to $k_BT$. Hence $\Gamma_{ac}\propto(\Xi^2k_BT/\rho)\,M^xv^y\hbar^z$. For this to be an energy, $M^xv^y\hbar^z$ must have the unit $\mathrm{kg^{-1}\,m^{-7}\,s^{4}}$:
$$x+z=-1,\qquad y+2z=-7,\qquad y+z=-4 .$$
So $z=-3$, $y=-1$, $x=2$, and $\Gamma_{ac}=c\,M^2\Xi^2k_BT/(\rho\hbar^3v)$ with $c$ a number.

For longitudinal optical (LO) phonons of fixed energy $\hbar\omega$, the width is proportional to the occupation $n_{LO}$. The prefactor is $\hbar\omega$ times a function of dielectric constants, mass ratio and $w=\hbar\omega/\mathrm{Ry}$, where Ry is the exciton binding energy. Symmetry adds a constraint: electron and hole have opposite charges, so for equal masses their couplings cancel between states of equal parity.

## Assumptions and theorem

1. The bands are isotropic and parabolic, with masses $m_e,m_h$; $M=m_e+m_h$, $\mu=m_em_h/M$, $\alpha_e=m_e/M$, $\alpha_h=m_h/M$, $\sigma=\alpha_e\alpha_h=\mu/M$. The pair is hydrogenic with static dielectric constant $\varepsilon_s$, Bohr radius $a_B$ and $\mathrm{Ry}=\hbar^2/(2\mu a_B^2)=e^2/(8\pi\varepsilon_0\varepsilon_sa_B)$.
2. The initial state is 1s with total momentum zero, in the lowest exciton band. Exchange and polariton effects are left out.
3. Acoustic phonons couple by deformation potentials $D_c,D_v$, and one dispersionless LO branch by its electric field. Piezoelectric coupling, multiphonon processes and dynamical screening are left out.
4. Coupling is weak: the width is small compared with the energies over which the scattering strength varies.
5. Other processes (radiative decay, defects) give a temperature-independent Lorentzian width $\Gamma_0$, an input here.

**Theorem.** Let $G(\kappa)=[1+(\kappa a_B/2)^2]^{-2}$, $q_0=2Mv/\hbar$ and $\Xi=D_cG(\alpha_hq_0)-D_vG(\alpha_eq_0)$. If $k_BT\gg2Mv^2$ and $Mv^2/2<\tfrac34\mathrm{Ry}$, the full width at half maximum is, to leading order,
$$\Gamma=\Gamma_0+aT+b\,n_{LO}(T),\qquad a=\frac{2M^2k_B\Xi^2}{\pi\rho\hbar^3v},$$
$$b=4\hbar\omega\Big(\frac{\varepsilon_s}{\varepsilon_\infty}-1\Big)(S_{bound}+S_{cont}),\qquad n_{LO}=\frac1{e^{\hbar\omega/k_BT}-1}.$$
The sums $S$ are given in Lemmas 3 and 4; $S_{cont}=0$ for $w\le1$.

## Lemma 1: width and golden rule

*The width is $\Gamma=\hbar W=2\pi\sum_f|M_f|^2\delta(E_f-E_i)$, with $W$ the population decay rate.*

*Proof.* Eliminating the final amplitudes from the Schrödinger equation gives
$$\dot c(t)=-\frac1{\hbar^2}\int_0^td\tau\sum_f|M_f|^2e^{i(E_i-E_f)\tau/\hbar}c(t-\tau).$$
For weak coupling $c$ hardly changes during the memory time, so $c(t-\tau)\to c(t)$ and the upper limit goes to infinity. The real part of $\int_0^\infty e^{ix\tau/\hbar}d\tau$ is $\pi\hbar\,\delta(x)$; the imaginary part only shifts the level. Thus $|c|$ decays at the rate $(\pi/\hbar)\sum_f|M_f|^2\delta(E_f-E_i)=W/2$, and $|c|^2$ at $W$. The absorption line is
$$\mathrm{Re}\int_0^\infty dt\,e^{i(E-E_i)t/\hbar-Wt/2}=\frac{W/2}{(W/2)^2+(E-E_i)^2/\hbar^2},$$
with full width $\hbar W$. Exponential decay factors of independent processes multiply, so their widths add. ∎

Diagonalizing a level coupled to a dense, finite ladder gave a width 1.025 times this rule, within the 4 % allowed for finite spacing and bandwidth.

## Lemma 2: phonon matrix elements

Let $\mathbf R=\alpha_e\mathbf r_e+\alpha_h\mathbf r_h$ and $\mathbf r=\mathbf r_e-\mathbf r_h$. Since $\alpha_e+\alpha_h=1$, $\mathbf r_e=\mathbf R+\alpha_h\mathbf r$ and $\mathbf r_h=\mathbf R-\alpha_e\mathbf r$. For a coupling
$$H'=\sum_{\mathbf q}(g^ee^{i\mathbf q\cdot\mathbf r_e}+g^he^{i\mathbf q\cdot\mathbf r_h})(a_{\mathbf q}+a^\dagger_{-\mathbf q}),$$
absorption gives the pair total momentum $\hbar\mathbf q$ and carries a factor $\sqrt{n_q}$. With $\Delta_\lambda$ the internal excitation energy, Lemma 1 gives
$$\Gamma_{ph}=2\pi\sum_{\mathbf q}n_q\sum_\lambda\big|\langle\lambda|g^ee^{i\alpha_h\mathbf q\cdot\mathbf r}+g^he^{-i\alpha_e\mathbf q\cdot\mathbf r}|1s\rangle\big|^2\,\delta\Big(\Delta_\lambda+\frac{\hbar^2q^2}{2M}-\hbar\omega_q\Big).\tag{1}$$
Emission would need $\Delta_\lambda+\hbar^2q^2/2M+\hbar\omega_q=0$, which is impossible for $q>0$. The one-phonon width therefore vanishes at $T=0$.

The 1s form factor is
$$\langle1s|e^{i\boldsymbol\kappa\cdot\mathbf r}|1s\rangle=\frac4{a_B^3\kappa}\int_0^\infty r\,e^{-2r/a_B}\sin\kappa r\,dr=\frac{16/a_B^4}{(4/a_B^2+\kappa^2)^2}=G(\kappa),$$
by $\int_0^\infty re^{-pr}\sin\kappa r\,dr=2p\kappa/(p^2+\kappa^2)^2$ with $p=2/a_B$.

## Proof of the acoustic term

A longitudinal wave has displacement $\mathbf u=\sum_{\mathbf q}i\hat{\mathbf q}\sqrt{\hbar/(2\rho Vvq)}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q})e^{i\mathbf q\cdot\mathbf r}$. Its dilation $\nabla\cdot\mathbf u$ has amplitudes $-\sqrt{\hbar q/(2\rho Vv)}$. The pair energy changes by $D_c\nabla\cdot\mathbf u(\mathbf r_e)-D_v\nabla\cdot\mathbf u(\mathbf r_h)$, because a hole is a missing valence electron.

Energy conservation reads $\hbar vq-\hbar^2q^2/2M=\Delta_\lambda$. The left side is at most $Mv^2/2$, so by assumption the exciton stays in 1s. Then $\Delta_\lambda=0$ and $q=0$ or $q=q_0$. Near $q=0$ the integrand below behaves as $q^3n_q\propto q^2$, so that root has no weight. At $q_0$ the argument of the delta function has slope $\hbar^2q_0/M-\hbar v=\hbar v$. With $\sum_{\mathbf q}\to(V/2\pi^2)\int q^2dq$,
$$\Gamma_{ac}=2\pi\,\frac{V}{2\pi^2}\,q_0^2\,\frac{\hbar q_0}{2\rho Vv}\,\frac{\Xi^2n}{\hbar v}=\frac{q_0^3\Xi^2n}{2\pi\rho v^2}=\frac{4M^3v\,\Xi^2}{\pi\rho\hbar^3}\,n(2Mv^2).\tag{2}$$
For $x=2Mv^2/k_BT\ll1$, $n=1/x-1/2+O(x)$, hence
$$\Gamma_{ac}=aT-\frac{aMv^2}{k_B}+O(1/T).$$
The number left open by dimensions is $c=2/\pi$. In the opposite limit $x\gg1$, $\Gamma_{ac}\simeq(2Mv^2a/k_B)e^{-2Mv^2/k_BT}$: the linear law ends where the required phonon freezes out. ∎

## Proof of the LO prefactor

For fixed point charges $s_ie$, let $\rho_{\mathbf q}=\sum_is_ie^{i\mathbf q\cdot\mathbf r_i}$. With real $g_q=g_{-q}$, completing the square gives
$$\sum_{\mathbf q}\big[\hbar\omega a^\dagger_{\mathbf q}a_{\mathbf q}+g_q(\rho_{\mathbf q}a_{\mathbf q}+\rho^*_{\mathbf q}a^\dagger_{\mathbf q})\big]=\sum_{\mathbf q}\Big[\hbar\omega\,\tilde a^\dagger_{\mathbf q}\tilde a_{\mathbf q}-\frac{g_q^2|\rho_{\mathbf q}|^2}{\hbar\omega}\Big],$$
where $\tilde a_{\mathbf q}=a_{\mathbf q}+g_q\rho^*_{\mathbf q}/\hbar\omega$. The cross term of two charges, $-2s_1s_2g_q^2/\hbar\omega$ per Fourier component, must turn their interaction screened by $\varepsilon_\infty$ into the one screened by $\varepsilon_s$. It thus equals $s_1s_2e^2(1/\varepsilon_s-1/\varepsilon_\infty)/(\varepsilon_0Vq^2)$, and
$$g_q^2=\frac{e^2\hbar\omega}{2\varepsilon_0Vq^2}\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\Big).$$

Electron and hole enter with opposite signs, so up to an overall sign the matrix element in (1) is $g_qF_\lambda$, with
$$F_\lambda(\mathbf q)=\langle\lambda|e^{i\alpha_h\mathbf q\cdot\mathbf r}-e^{-i\alpha_e\mathbf q\cdot\mathbf r}|1s\rangle .$$
The factor $q^2$ of the mode density cancels $1/q^2$:
$$b=\frac C\pi\int_0^\infty dq\sum_\lambda|F_\lambda|^2\,\delta\Big(\hbar\omega-\Delta_\lambda-\frac{\hbar^2q^2}{2M}\Big),\qquad C=\frac{e^2\hbar\omega}{2\varepsilon_0}\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\Big).$$
From here on lengths are in $a_B$ and energies in Ry. The recoil energy becomes $\sigma q^2$, since $\mu/M=\sigma$. The change of units gives $b=CS/(\pi a_B\mathrm{Ry})$ with
$$S=\int_0^\infty dq\sum_\lambda|F_\lambda|^2\,\delta(w-\Delta_\lambda-\sigma q^2).\tag{3}$$
Because $a_B\mathrm{Ry}=e^2/(8\pi\varepsilon_0\varepsilon_s)$, the prefactor is $4\hbar\omega(\varepsilon_s/\varepsilon_\infty-1)$. ∎

## Lemma 3: bound final states

Here $\Delta_n=1-1/n^2$, and the delta function has slope $2\sigma q$, so
$$S_{bound}=\sum_{n:\,q_n^2>0}\frac{\sum_{lm}|F_{nlm}(q_n)|^2}{2\sigma q_n},\qquad q_n^2=\frac{w-1+1/n^2}{\sigma}.$$
Take the $z$ axis along $\mathbf q$ and expand $e^{i\kappa z}=\sum_l(2l+1)i^lj_l(\kappa r)P_l$. Only $m=0$ contributes, and the angular integral leaves $i^l\sqrt{2l+1}\,J_{nl}(\kappa)$, where $J_{nl}(\kappa)=\int R_{nl}\,j_l(\kappa r)R_{1s}r^2dr$. Reversing $\kappa$ gives a factor $(-1)^l$. Therefore
$$\sum_{lm}|F_{nlm}|^2=\sum_{l<n}(2l+1)\big[J_{nl}(\alpha_hq)-(-1)^lJ_{nl}(\alpha_eq)\big]^2 .$$
For 1s this is $[G(\alpha_hq)-G(\alpha_eq)]^2$. For equal masses every even-$l$ term vanishes, including 1s→1s. ∎

For $w<3/4$ the single final state is 1s; level $n$ opens at $w=1-1/n^2$.

## Lemma 4: continuum final states

With $k^2=w-1-\sigma q^2$ and $x$ the cosine of the angle between $\mathbf k$ and $\mathbf q$,
$$S_{cont}=\int_0^{\sqrt{(w-1)/\sigma}}dq\,\frac{k}{8\pi^2}\int_{-1}^1dx\,|T(\alpha_hq)-T(-\alpha_eq)|^2,\tag{4}$$
$$T(\kappa)=8\sqrt\pi\,N^*\Big(\frac DA\Big)^{-i\nu}\frac{(1-i\nu)D+i\nu(1-ik)A}{A^2D},$$
where $\nu=1/k$, $A=1+\kappa^2+k^2-2\kappa kx$, $D=\kappa^2+(1-ik)^2$ and $|N|^2=2\pi\nu/(1-e^{-2\pi\nu})$.

*Proof.* Insert $\psi=Ne^{i\mathbf k\cdot\mathbf r}f(z)$, $z=-i(kr+\mathbf k\cdot\mathbf r)$, into $(-\nabla^2-2/r)\psi=k^2\psi$. With $(\nabla z)^2=-2ikz/r$, $\nabla^2z=-2ik/r$ and $2i\mathbf k\cdot\nabla z=2ikz/r$, division by $-2ik/r$ leaves
$$zf''+(1-z)f'+i\nu f=0,$$
so $f={}_1F_1(-i\nu;1;z)$. At large distance its plane-wave part has modulus $e^{-\pi\nu/2}/|\Gamma(1+i\nu)|$. Unit amplitude needs $N=e^{\pi\nu/2}\Gamma(1+i\nu)$, and $|\Gamma(1+i\nu)|^2=\pi\nu/\sinh\pi\nu$ gives the stated $|N|^2$. These states are counted with $d^3k/(2\pi)^3$.

The overlap with $e^{i\boldsymbol\kappa\cdot\mathbf r}|1s\rangle$ follows from
$$I(\lambda)=\int d^3r\,\frac{e^{-\lambda r}}r\,e^{i(\boldsymbol\kappa-\mathbf k)\cdot\mathbf r}\,{}_1F_1(i\nu;1;i\zeta),\qquad\zeta=kr+\mathbf k\cdot\mathbf r .$$
Replace ${}_1F_1$ by $e^{is\zeta}$ first. With $\mathbf Q=\boldsymbol\kappa-\mathbf k$ the integral is
$$\frac{4\pi}{(\mathbf Q+s\mathbf k)^2+(\lambda-isk)^2}=\frac{4\pi}{A_\lambda+sB},\qquad A_\lambda=Q^2+\lambda^2,\quad B=2\mathbf k\cdot\mathbf Q-2i\lambda k,$$
since the $s^2$ terms cancel. Comparing powers of $s$, $(i\zeta)^n$ integrates to $4\pi n!(-B)^n/A_\lambda^{n+1}$. Inserting ${}_1F_1(i\nu;1;y)=\sum_n(i\nu)_ny^n/n!^2$ and summing the binomial series,
$$I=\frac{4\pi}{A_\lambda}\Big(1+\frac B{A_\lambda}\Big)^{-i\nu}=4\pi A_\lambda^{i\nu-1}\,D_\lambda^{-i\nu},\qquad D_\lambda=A_\lambda+B=\kappa^2+(\lambda-ik)^2,$$
extended by continuation, with the phase of $D_\lambda$ between $-\pi$ and 0. The 1s function is $e^{-r}/\sqrt\pi$, so $T=-(N^*/\sqrt\pi)\,\partial_\lambda I$ at $\lambda=1$. Using $\partial_\lambda A_\lambda=2\lambda$ and $\partial_\lambda D_\lambda=2(\lambda-ik)$ gives the stated $T$. Finally $\Delta=1+k^2$ and $d^3k=2\pi k^2dk\,dx$; the delta function in (3) supplies $1/2k$, and $2\pi k^2/(8\pi^3\cdot2k)=k/8\pi^2$. ∎

**Completeness.** Since $\alpha_e+\alpha_h=1$, $\sum_\lambda|F_\lambda|^2=\langle1s|2-2\cos\mathbf q\cdot\mathbf r|1s\rangle=2-2G(q)$. For $m_h=4m_e$, the mass ratio of the worked example, the bound states at $q=2$ give 0.5108 and the continuum 0.9892, in agreement with the closed value 1.5. This tests the relative normalization of the two lemmas.

**Free-carrier limit.** For $\alpha_ew,\alpha_hw\gg1$ the struck particle leaves with a momentum much larger than its bound-state spread. If the electron is struck, $k\simeq\alpha_hq$ and the total energy is $(\alpha_h^2+\sigma)q^2=\alpha_hq^2$, which is $\hbar^2q^2/2m_e$ in ordinary units. Dropping binding and interference, the electron contributes $Cm_e/(\pi\hbar^2q_e)$ with $q_e=\sqrt{2m_e\hbar\omega}/\hbar$. This is $2\alpha_{F,e}\hbar\omega$, where
$$\alpha_{F,i}=\frac{e^2}{4\pi\varepsilon_0\hbar}\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\Big)\sqrt{\frac{m_i}{2\hbar\omega}} .$$
The hole adds its own term, so $b\to2(\alpha_{F,e}+\alpha_{F,h})\hbar\omega$. For $m_h=4m_e$ the computed ratio of $b$ to this limit is 0.996 at $w=10$ and 0.9999 at $w=1000$.

## Worked example

Take round model parameters: $m_e=0.1$ and $m_h=0.4$ electron masses, $\varepsilon_s=10$, $\varepsilon_\infty=9$, $\hbar\omega=30$ meV, $D_c=-6$ eV, $D_v=2$ eV, $\rho=5000$ kg/m³, $v=4000$ m/s, $\Gamma_0=0.1$ meV. Then $a_B=6.615$ nm, $\mathrm{Ry}=10.885$ meV and $w=2.756$, so the continuum is open.

**Acoustic coefficient.** Here $q_0=3.455\times10^7$ m⁻¹ and $q_0a_B=0.229$. The form factors reduce $|D_c-D_v|=8$ eV only to $|\Xi|=7.90$ eV. The phonon energy $2Mv^2=0.091$ meV corresponds to 1.056 K. From (2), with $n\simeq T/(1.056\ \mathrm K)$,
$$a=\frac{(3.455\times10^7)^3(7.90)^2}{2\pi(5000)(4000)^2(1.056)}\times1.602\times10^{-19}\ \frac{\mathrm{eV}}{\mathrm K}=0.777\ \mu\mathrm{eV/K},$$
or $1.245\times10^{-25}$ J/K. At 20 K formula (2) gives 15.14 μeV, and an explicit sum over the modes of a finite crystal, with a slightly broadened delta function, gives 15.16 μeV.

**LO coefficient.** The prefactor is $4\times30/9=13.33$ meV. For 1s→1s, $q=\sqrt{2.756/0.16}=4.15$, and
$$S_{1s}=\frac{(0.0709-0.7277)^2}{2(0.16)(4.15)}=0.325 .$$
The larger form factor belongs to the hole: being heavy, it lies close to the centre of mass. The light electron is spread over distances larger than $1/q$, so its coupling largely averages out and cancels little of the hole's.

| final states | $S$ | part of $b$ (meV) | share |
|---|---|---|---|
| 1s | 0.325 | 4.33 | 33 % |
| $n=2$ | 0.093 | 1.24 | 9 % |
| $n\ge3$, bound | 0.052 | 0.70 | 5 % |
| continuum | 0.510 | 6.80 | 52 % |

The sum is $S=0.980$ and $b=13.07$ meV, or $2.09\times10^{-21}$ J. Hydrogen states diagonalized in a large sphere, without Coulomb waves, give 13.08 meV. Nearly half of $b$ comes from bound states. The total is 97 % of the free-carrier value 13.47 meV, but here $\alpha_ew=0.55$, outside the range where that limit was derived, so this closeness is not guaranteed by the argument above. With the phonon energy lowered to $w=0.9$ the continuum is closed and $b=5.24$ meV. The free-carrier value, which scales as $\sqrt w$, is then 7.70 meV, and the ratio falls to 0.68. Static screening by $\varepsilon_s$ (Assumption 1) presumes that the lattice follows the relative motion, which is best justified for $w\gg1$. Let the screening go over to $\varepsilon_\infty$ inside the polaron radii $\sqrt{\hbar/2m_i\omega}$ (Haken's interaction), with the same phonon energies. At $w=2.756$ the binding energy then rises by 4.5 % and $b$ falls by about 1 %. At $w=0.9$ the binding rises by 8 %, the $n=3$ channel closes and $b$ falls to about 4.7 meV, so the values for $w<1$ hold for the hydrogenic model only.

**Temperature dependence.** At 50 K the acoustic term is 0.039 meV and the LO term 0.012 meV; at 100 K they are 0.078 and 0.415 meV. The LO term thus takes over between these temperatures. At 300 K, $n_{LO}=0.456$ and $\Gamma=0.10+0.23+5.97=6.30$ meV.

**Where these numbers weaken.** The quantity $\hbar vq-\hbar^2q^2/2M$ has its maximum $Mv^2/2$, where the slope of the delta-function argument vanishes and the scattering strength diverges. The sharp acoustic resonance therefore requires a total width well below $Mv^2/2=0.023$ meV. Here $\Gamma_0$ alone exceeds that, and $aT$ does so above about 29 K, so $aT$ is the leading-order value and not a controlled prediction for the broadened line. As an estimate of the size, replace the delta function by a Lorentzian of the total width and keep absorption and emission within 1s. The acoustic term then changes by about $-17$ % at widths of 0.1 to 0.15 meV and by about $+15$ % at 6 meV, and the LO term still takes over near 60 K. At 300 K the LO width is 20 % of $\hbar\omega$ and 55 % of Ry, so the separation into sharp final states is only approximate: the same Lorentzian estimate lowers the LO term from 5.97 meV to about 5.4 meV for absorption alone, or about 5.8 meV when the emission tail is included. Also, for $k_BT\gg\hbar\omega$, $b\,n_{LO}\simeq b\,k_BT/\hbar\omega-b/2$ is itself linear in $T$: with $\Gamma_0$ unknown, the slope and intercept of data from that range cannot separate $a$ from $b$. The numerical output lists the remaining values.

## Computed values

```
masses m_e, m_h, M, mu: 0.10 0.40 0.50 0.080 electron masses
eps_s, eps_inf: 10.0 9.0
LO phonon energy: 30.0 meV
D_c, D_v: -6.0 2.0 eV
density: 5000 kg/m^3, sound speed: 4000 m/s
Gamma_0: 0.10 meV
exciton Bohr radius: 6.615 nm
exciton rydberg: 10.885 meV
w = LO energy / rydberg: 2.7562
ladder test, width found / golden rule: 1.0249
acoustic wave number q0: 3.4552e+07 1/m, q0*a_B: 0.2286
acoustic phonon energy 2Mv^2: 0.0910 meV
same energy / kB: 1.056 K
effective deformation potential Xi: -7.899 eV
a: 0.7771 microeV/K = 1.2450e-25 J/K
constant offset a M v^2/kB: 0.4102 microeV
acoustic width at 20 K, formula: 15.135 microeV
acoustic width at 20 K, mode sum: 15.159 microeV
completeness at q a_B = 2: bound 0.51076, continuum 0.98924
  their sum 1.50000, closed form 1.50000
b prefactor 4 E_LO (eps_s/eps_inf - 1): 13.3333 meV
q a_B for 1s final state: 4.1505
1s: S = 0.32482, b part = 4.3310 meV, share = 33.13 %
n=2: S = 0.09301, b part = 1.2401 meV, share = 9.49 %
n>=3 bound: S = 0.05241, b part = 0.6988 meV, share = 5.35 %
continuum: S = 0.51025, b part = 6.8033 meV, share = 52.04 %
S total: 0.98049
b: 13.0732 meV = 2.0945e-21 J
b from box states: 13.0774 meV
continuum closed, w = 0.9: b = 5.2401 meV, box 5.2406 meV
free-carrier value of b: 13.4688 meV
b / free-carrier b at w = 2.76: 0.9706
b / free-carrier b at w = 10.00: 0.9957
b / free-carrier b at w = 100.00: 0.9994
b / free-carrier b at w = 1000.00: 0.9999
T (K), n_LO, a T (meV), b n_LO (meV), Gamma (meV):
  10 7.5974e-16 0.0078 0.0000 0.1078
  50 9.4742e-04 0.0389 0.0124 0.1512
 100 3.1742e-02 0.0777 0.4150 0.5927
 150 1.0887e-01 0.1166 1.4233 1.6399
 200 2.1271e-01 0.1554 2.7808 3.0362
 300 4.5633e-01 0.2331 5.9657 6.2989
```
